Breathing-Fermi-surface Gilbert damping from delayed relaxation of band occupations

**1. Definitions and conventions**

Hartree atomic units are used, so ħ = 1, and every sum over states is taken per unit cell. The magnet is uniform. Its moment is m e, where e is a unit vector that depends on time, and its angular momentum is −S e, with S = m/γ and γ > 0. The minus sign records that an electron's moment is opposite to its spin. S is treated as constant.

If E(e) is the energy, the effective field is H = −(1/m) ∂E/∂e, and the moment precesses as

ė = −γ e×H = (1/S) e×∂E/∂e. (1)

The cross product removes any part of the gradient along e. The indices a and b therefore denote the two directions tangent to the unit sphere, and ∂_a is a derivative per radian of rotation.

The electrons occupy bands ε_j(e), where j stands for band and wavevector. The exchange splitting has fixed size and turns with e; spin-orbit coupling makes the energies depend on where e points. This is an independent-electron picture: any mean-field energy not contained in Σ n_j ε_j is assumed not to depend on e. The electronic energy is then

E_el = Σ_j n_j ε_j(e). (2)

The occupations n_j relax towards the Fermi function f_j = f(ε_j − μ) at the bath temperature T, with a single lifetime τ:

ṅ_j = −(n_j − f_j)/τ. (3)

A prime on f means a derivative with respect to energy, so −f′ is positive and peaked at the Fermi level.

**2. Simple case: two groups of states and one angle**

Let e turn through one angle θ. Suppose the Fermi level cuts two groups of states, with energy slopes d₁ and d₂ (dε/dθ) and thermal densities of states w₁ and w₂, where w is the sum of −f′ over the group.

The number of electrons is fixed, so μ must follow the levels. A change dθ alters the equilibrium population of group i by −w_i(d_i − μ′)dθ, where μ′ = dμ/dθ. The two changes must cancel:

w₁(d₁ − μ′) + w₂(d₂ − μ′) = 0, so μ′ = (w₁d₁ + w₂d₂)/(w₁ + w₂).

For slow motion each population lags its equilibrium value by the time τ. The excess population is −τ times the rate of change of the equilibrium population:

δN₁ = τ w₁(d₁ − μ′)θ̇ = τ [w₁w₂/(w₁ + w₂)] (d₁ − d₂)θ̇, δN₂ = −δN₁.

By (2), the excess adds to the energy gradient

d₁δN₁ + d₂δN₂ = τ [w₁w₂/(w₁ + w₂)] (d₁ − d₂)² θ̇.

This is a friction: a gradient proportional to velocity, with a positive coefficient. Levels that rise relative to the Fermi level remain overfilled for a time τ, and their electrons give up the surplus energy to the bath when they relax.

Two limits are instructive. If d₁ = d₂, all levels shift together, no electron has to move, and the friction vanishes however large the slope is. If one group is absent from the Fermi level, the friction vanishes again, since there is nothing to exchange electrons with. The quantity to be squared is thus the slope relative to the motion of the Fermi level, not the slope itself.

**3. General bands**

*Equilibrium part.* Choose μ(e) so that Σ f_j = N. Summing (3) over j shows that Σ n_j then stays equal to N. The free energy is F = Ω + μN, with

Ω = −kT Σ ln[1 + exp(−(ε_j − μ)/kT)].

Since ∂Ω/∂ε_j = f_j and ∂Ω/∂μ = −N, the two terms in dμ cancel in dF, which leaves

∂_aF = Σ f_j ∂_aε_j. (4)

Occupations without delay therefore give a conservative anisotropy torque and no loss.

*Motion of the Fermi level.* Differentiating Σ f(ε_j − μ) = N gives

Σ (−f′_j)(∂_bε_j − ∂_bμ) = 0, (5)

so ∂_bμ is the average of ∂_bε_j with weight −f′_j.

*Delay.* The solution of (3), once the initial state is forgotten, is a memory integral:

n_j(t) = ∫₀^∞ (ds/τ) exp(−s/τ) f_j(t − s).

If e changes little during τ, f_j(t − s) ≈ f_j − s ḟ_j. The mean of s under the exponential weight is τ, so

n_j − f_j ≈ −τ ḟ_j = τ(−f′_j)(∂_bε_j − ∂_bμ) ė_b, (6)

with summation over b. In the sums over smooth bands used below, the next term is smaller by a factor of order ωτ, where ω is the frequency of the motion. For a single state it also contains f″ε̇², so (6) holds state by state only if the level moves by much less than kT during τ.

*Extra gradient.* Multiply (6) by ∂_aε_j and sum over j. By (5), subtracting ∂_aμ from ∂_aε_j changes nothing. The extra gradient is Γ_ab ė_b, with

Γ_ab = τ Σ_j (−f′_j)(∂_aε_j − ∂_aμ)(∂_bε_j − ∂_bμ). (7)

For two groups and one angle this returns the result of section 2.

*Gilbert form.* Insert ∂F/∂e + Γė into (1), and let H contain both the external field and −(1/m)∂F/∂e:

ė = −γ e×H + e×(α ė), α_ab = Γ_ab/S. (8)

The damping is proportional to the lifetime and to the squared energy derivatives, measured from the Fermi-level shift. In general it is a tensor that depends on the direction of e. The power dissipated by this friction is

ė_a Γ_ab ė_b = τ Σ (−f′_j)[(∂_bε_j − ∂_bμ)ė_b]² ≥ 0,

which confirms the sign. The instantaneous heat flow into the bath also has a reversible part, −T times the rate of change of the entropy of the actual occupations n_j, which averages to zero over a closed cycle.

*What a single τ assumes.* Equation (3) lets electrons pass between all parts of the Fermi surface, including bands of opposite spin, at the same rate. If two sheets could not exchange electrons, each would keep its own chemical potential, and each sheet's own mean slope would have to be subtracted.

*Limit: a small precession with scalar α.* Let e stay near z in a field along z, and write u = e_x + i e_y and ω₀ = γH. To first order in u, the first term of (8) gives iω₀u and the second gives iα u̇. Hence

u̇ = iω₀u/(1 − iα) = (iω₀ − αω₀)u/(1 + α²).

The ratio of decay rate to precession frequency is α. The coupled equations (1) and (3) were integrated for the model of section 6, on a coarse grid with a shorter lifetime, a higher temperature and a faster precession than in section 7. The ring-down gave α = 0.01323, against 0.01325 from (7) and (8).

**4. When the motion is not slow**

Let θ swing by η sin ωt with small η. The equilibrium occupation of state j swings by f′_j(d_j − μ′)η sin ωt, where d_j = dε_j/dθ. The memory integral turns sin ωt into

(sin ωt − ωτ cos ωt)/(1 + ω²τ²).

The cosine part, multiplied by d_j and summed, gives the gradient in phase with the velocity:

Γθ̇/(1 + ω²τ²), with Γ from (7).

Multiplying by θ̇ and integrating over one period gives the energy lost per cycle,

W = πωη²Γ/(1 + ω²τ²). (9)

Because Γ grows as τ, the loss at fixed ω and fixed bands varies as τ/(1 + ω²τ²). It rises with τ up to ωτ = 1 and then falls. When ωτ is large the occupations are nearly frozen and little energy is lost per cycle. The part in phase with the displacement, measured from the equilibrium response, is

(Γ/τ) ω²τ²/(1 + ω²τ²) η sin ωt.

It is a stiffening, because the electrons no longer have time to lower the energy by rearranging.

Equation (9) was tested by integrating (3) over driven cycles and summing Σ n_j dε_j directly. The loss relative to the slow-motion law πωη²Γ came out as 0.99745 at ωτ = 0.05 and 0.49997 at ωτ = 1. The factor 1/(1 + ω²τ²) is 0.99751 and 0.5.

The driven case was chosen so that the Fermi level moves appreciably: strong spin-orbit coupling, low filling and a tilted moment. There dμ/dθ = −0.0014 hartree per radian, both from re-solving for μ and from the weighted average in (5). Leaving out the subtraction in (7) would overstate Γ by 19% on the 32 × 32 grid used here (20% on converged grids), which the simulated loss rules out.

**5. What the occupations leave out**

As e turns, the eigenstates turn as well, and a moving moment mixes bands at the same wavevector. To gauge this, replace (3) by an equation for the density matrix,

ρ̇ = −i[H, ρ] − (ρ − ρ_eq)/τ,

where H is here the electron Hamiltonian. Write ρ = ρ_eq + δρ. For slow motion δρ is of first order in ė, and its own time derivative is of higher order. In the instantaneous eigenstates,

[1/τ + i(ε_n − ε_m)] δρ_nm = −(∂_bρ_eq)_nm ė_b.

The diagonal elements of ∂_bρ_eq are f′_n(∂_bε_n − ∂_bμ), and these reproduce (6). For the off-diagonal ones, differentiate [H, ρ_eq] = 0 and take the n,m element:

(∂_bρ_eq)_nm = [(f_n − f_m)/(ε_n − ε_m)] (∂_bH)_nm.

The extra gradient is the sum of δρ_nm(∂_aH)_mn. For a = b, the imaginary part of 1/[1/τ + i(ε_n − ε_m)] is odd under exchange of n and m and cancels. The interband friction that remains is

Γ_inter = Σ_{n≠m} [−(f_n − f_m)/(ε_n − ε_m)] |(∂_aH)_nm|² τ/[1 + (ε_n − ε_m)²τ²]. (10)

When the gap times τ is large, this falls as 1/τ while (7) grows as τ. The sum of (7) and (10) was tested against a direct solution of the density-matrix equation, for a short and a long lifetime.

*Limit: no spin-orbit coupling.* The band energies then do not depend on e, and (7) vanishes. Take H = ε_k + (Δ/2) e·σ, with electron spin s₀ per cell pointing along −e. Both bands have the gap Δ and |(∂_aH)_nm|² = Δ²/4, so (10) becomes s₀Δτ/(1 + Δ²τ²), which is not zero. The reason is that the assumed decay of coherences destroys spin even without spin-orbit coupling. Equation (10) therefore gauges the size of the neglected terms within this relaxation model; it is not a prediction of interband damping.

*The reactive part.* In the same limit, leave out relaxation. The spin obeys ṡ = Δ e×s. Put s = −s₀e + δs. To first order in velocity, −s₀ė = Δ e×δs, and taking e× of both sides gives δs = (s₀/Δ) e×ė. The energy gradient is Δs, so the extra term is s₀ e×ė. In (1), multiplied through by S, it contributes e×(s₀ e×ė) = −s₀ė, which moves to the left side and adds s₀ to S. The electron spin thus belongs in the total S used here. The density-matrix response gave 0.11252 for this added angular momentum, against an electron spin of 0.11254.

**6. A model with closed formulas**

Take a square lattice with

H = ε_k + b·σ, ε_k = −2t(cos k_x + cos k_y),
b = (Δ/2)e + λg, g = (sin k_y, −sin k_x, 0).

The eigenvalues of b·σ are ±|b|, so ε_± = ε_k ± |b|. Since ∂_a|b| = b·∂_ab/|b| and ∂_ab is Δ/2 times the unit vector along a,

∂_aε_± = ±(Δ/2) b_a/|b|. (11)

*Moment along z.* Here b_x = λ sin k_y and |b|² = Δ²/4 + λ²g². The energies are even in k while the slope is odd, so ∂_xμ = 0. For λ ≪ Δ, |b| ≈ Δ/2 and the slope is ±λ sin k_y. Equations (7) and (8) give

α ≈ (τλ²/S) Σ (−f′) sin²k_y. (12)

In this model the damping is of second order in spin-orbit coupling, and by the symmetry of the lattice it is the same for motion along x and y. The second order rests on a slope that is linear in λ and odd in k, which needs broken inversion symmetry. In an inversion-symmetric crystal with atomic spin-orbit coupling the linear slopes survive only near band crossings, and the breathing damping grows with a higher power of the coupling.

*Moment tilted by θ towards x.* To first order in λ, |b| ≈ Δ/2 + λ e·g with e·g = sin θ sin k_y. The slope for polar motion is ±λ cos θ sin k_y; for azimuthal motion, along y, it is ∓λ sin k_x. At leading order the polar damping therefore falls as cos²θ and the azimuthal damping stays constant.

*Moment in the plane.* At θ = 90° polar motion is along z, and b_z = 0 for every k. By (11) all slopes vanish for any λ: the change in b is perpendicular to b, which turns the spin states without changing their energies. In this model, out-of-plane motion then has no breathing damping.

**7. Numbers**

The round parameters t = 0.02, Δ = 0.04, λ = 0.002 and kT = 0.001 hartree, N = 0.4 electrons per cell, S = 1 and τ = 2000 atomic units represent no particular material. Since 0.4 electrons carry a spin of at most 0.2 per cell, S = 1 implies additional localized spins that turn with e. The total precession frequency, with the anisotropy included, is set to ω = 10⁻⁶ atomic units. The band anisotropy alone makes z an easy axis and gives about 1.1 × 10⁻⁶, so this ω corresponds to a weak external field, about 0.02 T, opposing the moment.

The slow-motion condition holds well, since ωτ = 0.002. The gap condition holds too, since Δτ = 80 and for e along z the gap 2|b| is nowhere smaller than Δ.

For e along z the thermal density of states at the Fermi level is 11.75 per hartree per cell, and the root-mean-square slope is 0.001473 hartree per radian. The mean slope is zero, so

Γ/τ = 11.75 × (0.001473)² = 2.55 × 10⁻⁵ hartree,
α = Γ/S = 2000 × 2.55 × 10⁻⁵ = 0.051.

The slope is somewhat smaller than λ because it carries the factor sin k_y. The weak-coupling formula (12) gives 0.0517, about 1.4% above the full value. Doubling λ from 0.001 to 0.002 hartree raises α with an effective exponent of 1.98, close to the leading-order value of 2.

The ring-down time is

1/(αω) = 1/(0.0510 × 10⁻⁶) = 1.96 × 10⁷ atomic units, or 474 ps.

In that time the moment turns through 1/α ≈ 20 radians, about three revolutions.

At a tilt of 45° the polar damping is 0.0260, close to half of 0.0510, as cos²θ requires. The azimuthal damping is 0.0515. At 90° the polar value is zero and the azimuthal value is 0.0520. The slow rise of the azimuthal value, about 2% in all, lies beyond the leading order in λ.

For e along z the interband estimate (10), divided by S, is 0.0014, or 2.7% of the breathing term. It is nearly equal to the spin-destroying value found in section 5 without spin-orbit coupling: with s₀ ≈ 0.11, s₀/(Δτ) ≈ 0.11/80 ≈ 0.0014. Since one term scales as τ and the other as 1/τ, they would become equal when τ is shorter by a factor √(0.0014/0.051) ≈ 0.17, near 330 atomic units. At such lifetimes the breathing term could no longer be trusted as the whole damping. For longer lifetimes and e along z it dominates this estimate. This is not so for polar motion near the plane: at τ = 2000 the breathing term falls below the interband estimate within about 10° of the plane, and at 90° it vanishes for any τ. If the motion is driven at a fixed frequency ω, its growth with τ ends at ωτ = 1, as (9) shows.

The full set of values is in the numerical output below.

Table of computed values

```
WORKED EXAMPLE (moment along z unless stated)
hopping t = 0.02 hartree
exchange splitting Delta = 0.04 hartree
spin-orbit strength lambda = 0.002 hartree
thermal energy kT = 0.001 hartree
electrons per cell N = 0.4
angular momentum per cell S = 1.0 hbar
lifetime tau = 2000 atomic units of time
precession frequency omega = 1.0e-06 atomic units
omega*tau = 0.0020
Delta*tau = 80.0
chemical potential = -0.03951 hartree
thermal density of states = 11.7481 per hartree per cell
rms energy derivative = 0.001473 hartree/rad
Gamma/tau = 2.5504e-05 hartree
Gamma = 0.05101 hbar
damping alpha = 0.05101
weak-coupling alpha = 0.05174
exponent of alpha in lambda = 1.9846
interband estimate of alpha = 0.00138
ring-down time 1/(alpha omega) = 1.9605e+07 atomic units
ring-down time converted = 474.2 ps
tilt  0 deg: alpha polar = 0.05101, azimuthal = 0.05101
tilt 45 deg: alpha polar = 0.02596, azimuthal = 0.05147
tilt 90 deg: alpha polar = 0.00000, azimuthal = 0.05196
TEST CASE WITH FERMI-LEVEL SHIFT (32 x 32 k points)
lambda = 0.02 hartree, N = 0.05, kT = 0.002 hartree, tilt = 60 deg
d mu/d theta, re-solved = -0.001401 hartree/rad
d mu/d theta, formula = -0.001401 hartree/rad
unsubtracted / subtracted Gamma = 1.1949
omega*tau = 0.05: simulated loss / slow-motion law = 0.99745
omega*tau = 1.0: simulated loss / slow-motion law = 0.49997
RING-DOWN TEST (24 x 24 k points, kT = 0.002 hartree, tau = 500 a.u.)
alpha from ring-down = 0.013233
alpha from formula = 0.013249
REACTIVE TERM TEST (lambda = 0, tau = 2000 a.u.)
angular momentum from response = 0.112524 hbar
electron spin per cell = 0.112541 hbar
```
